# Gaussian Site Disorder and the Effective Free Energy of Ligand Exchange

When an oxide is grown by atomic layer deposition from a metal chloride and water, the by-product HCl can attack the hydroxyl groups that the next metal pulse needs:

$$\text{M-OH}+\text{HCl(g)}\rightleftharpoons\text{M-Cl}+\text{H}_2\text{O(g)} .$$

On an amorphous or rough surface the free energy of this exchange differs from site to site. If one value is inferred from the pressure ratio at which half the sites are chlorinated, does it also predict the small amount of chlorine left when water is in large excess? For a Gaussian spread of site free energies of width $s$, the prediction is too low by a factor approaching $e^{s^2/2k^2T^2}$. This is negligible for $s\ll kT$ but large once $s$ is comparable to $kT$ or greater.

## Setting and assumptions

Write the exchange as $\text{S-L}+\text{HX}\rightleftharpoons\text{S-X}+\text{HL}$. A site is *converted* when it carries X. Let $r=p_{\rm HX}/p_{\rm HL}$, let $k$ be Boltzmann's constant, and assume the following.

1. The gases are ideal, and exchange has reached equilibrium.
2. Each site carries one ligand, L or X. Its standard exchange free energy $g_i$ does not depend on the other sites' ligands.
3. The $g_i$ are fixed properties of the surface, with a Gaussian distribution of mean $g_0$ and width (standard deviation) $s>0$. There are enough sites to replace sums by averages $\langle\cdots\rangle$.

Comparisons with a uniform surface ($s=0$) are made at the same $g_0$ and $T$. Put

$$\sigma=\frac{s}{kT},\qquad g=g_0+su,\qquad K=e^{-g/kT},\qquad \mu=kT\ln r,$$

where $u$ is a standard normal variable. Let $\theta$ be the mean converted fraction. The effective constant and free energy are those that an observer would assign by treating all sites as identical:

$$K_{\rm eff}=\frac{1}{r}\,\frac{\theta}{1-\theta},\qquad g_{\rm eff}=-kT\ln K_{\rm eff}=\mu-kT\ln\frac{\theta}{1-\theta}. \tag{1}$$

## Theorem

Under assumptions 1–3:

**(a)** As $\theta\to0$, $g_{\rm eff}\to g_0-s^2/(2kT)$. The leading correction is

$$g_{\rm eff}=g_0-\frac{s^2}{2kT}+kT\,\theta\,(e^{\sigma^2}-1)+O(r^2). \tag{2}$$

**(b)** Half conversion occurs at the single ratio $r_{1/2}=e^{g_0/kT}$, whatever $s$ is.

**(c)** As $\theta\to1$, $g_{\rm eff}\to g_0+s^2/(2kT)$.

**(d)** Between these limits $g_{\rm eff}$ rises steadily with $r$. Disorder therefore raises conversion below $r_{1/2}$ and lowers it above.

## Three lemmas

**Lemma 1 (one site).** A site with constant $K$ is converted with probability $rK/(1+rK)$.

*Proof.* Let the gas hold $N_X$ molecules of HX and $N_L$ of HL, with one-molecule partition functions $Q_X$ and $Q_L$. Let the site have partition function $z_X$ or $z_L$ according to its ligand. Converting the site removes one HX and adds one HL. Since $N$ identical ideal-gas molecules contribute $Q^N/N!$, the statistical weight is multiplied by

$$\frac{z_X}{z_L}\,\frac{Q_L}{Q_X}\,\frac{N_X!}{(N_X-1)!}\,\frac{N_L!}{(N_L+1)!}
=\frac{z_XQ_L}{z_LQ_X}\,\frac{N_X}{N_L+1}.$$

For a large gas the last factor is $p_{\rm HX}/p_{\rm HL}=r$, and exchange at other sites does not alter it. Both $Q$'s are proportional to the volume, which cancels, so the first factor depends on $T$ and the site alone. It is $K=e^{-g/kT}$. No standard pressure remains, because one gas molecule is consumed and one released. The two states have relative weights $1$ and $rK$; normalizing them gives the result. ∎

**Lemma 2 (what the observer averages).** With $w=1/(1+rK)$, the probability that a site is unconverted,

$$K_{\rm eff}=\frac{\langle Kw\rangle}{\langle w\rangle}. \tag{3}$$

*Proof.* Lemma 1 gives $\theta=r\langle Kw\rangle$ and $1-\theta=\langle w\rangle$. Insert both in (1). ∎

Thus $K_{\rm eff}$ is the mean of $K$ over the sites still unconverted.

**Lemma 3 (moments).** $\langle K^n\rangle=e^{-ng_0/kT+n^2\sigma^2/2}$.

*Proof.* Since $K^n=e^{-ng_0/kT}e^{-n\sigma u}$, we need the Gaussian average of $e^{-n\sigma u}$. Completing the square,

$$-\frac{u^2}{2}-n\sigma u=-\frac{(u+n\sigma)^2}{2}+\frac{n^2\sigma^2}{2}.$$

The shifted Gaussian still integrates to one, leaving $e^{n^2\sigma^2/2}$. ∎

## Proof of the theorem

**Part (a).** First bound $K_{\rm eff}$. As $K$ increases, $w$ decreases. For two independently chosen sites, $(K-K')(w-w')\le0$; averaging gives $2\langle Kw\rangle-2\langle K\rangle\langle w\rangle\le0$, so $K_{\rm eff}\le\langle K\rangle$. For a lower bound use $\langle w\rangle\le1$ and $1/(1+y)\ge1-y$ with $y=rK$:

$$K_{\rm eff}\ge\langle Kw\rangle\ge\langle K\rangle-r\langle K^2\rangle .$$

By Lemma 3, $\langle K^2\rangle/\langle K\rangle=e^{-g_0/kT+3\sigma^2/2}$. Hence

$$1-r\,e^{-g_0/kT+3\sigma^2/2}\;\le\;\frac{K_{\rm eff}}{\langle K\rangle}\;\le\;1. \tag{4}$$

As $r\to0$, $K_{\rm eff}\to\langle K\rangle=e^{-g_0/kT+\sigma^2/2}$. Taking $-kT\ln$ gives $g_0-kT\sigma^2/2=g_0-s^2/(2kT)$.

For the correction, expand (3). All moments are finite, so the remainders are of order $r^2$:

$$K_{\rm eff}=\frac{\langle K\rangle-r\langle K^2\rangle+O(r^2)}{1-r\langle K\rangle+O(r^2)}
=\langle K\rangle\left[1-r\langle K\rangle\left(\frac{\langle K^2\rangle}{\langle K\rangle^2}-1\right)+O(r^2)\right].$$

To this order $r\langle K\rangle=\theta$, and Lemma 3 gives $\langle K^2\rangle/\langle K\rangle^2=e^{2\sigma^2-\sigma^2}=e^{\sigma^2}$. Then $-kT\ln(1-\epsilon)\simeq kT\epsilon$ yields (2).

**Parts (b) and (c).** Set $\mu=g_0+\delta$. By Lemma 1,

$$\theta(\delta)=\left\langle\frac{1}{1+e^{\sigma u-\delta/kT}}\right\rangle
=\left\langle\frac{1}{1+e^{-\sigma u-\delta/kT}}\right\rangle ,$$

where the second form uses the symmetry $u\to-u$ of the Gaussian. Because $1/(1+e^{-a})=1-1/(1+e^{a})$,

$$\theta(\delta)=1-\theta(-\delta). \tag{5}$$

At $\delta=0$ this gives $\theta=1/2$. The point is unique because $d\theta/dr=\langle K/(1+rK)^2\rangle>0$. This proves (b).

Equation (5) also says that the odds $\theta/(1-\theta)$ at $+\delta$ are the inverse of those at $-\delta$. Adding the two values of $g_{\rm eff}$ from (1), both the logarithms and the $\pm\delta$ cancel:

$$g_{\rm eff}(g_0+\delta)+g_{\rm eff}(g_0-\delta)=2g_0 .$$

The lowering at one end is therefore matched by an equal raising at the other, which proves (c).

**Part (d).** From $dw/dr=-Kw^2$ and (3),

$$\frac{dK_{\rm eff}}{dr}=-\frac{\langle K^2w^2\rangle}{\langle w\rangle}+\frac{\langle Kw\rangle\langle Kw^2\rangle}{\langle w\rangle^2}.$$

Let $E[A]=\langle Aw\rangle/\langle w\rangle$ denote an average over unconverted sites. The right side is $-E[K\cdot Kw]+E[K]\,E[Kw]$, minus the covariance of $K$ and $Kw=K/(1+rK)$. Both quantities increase with $K$, so the two-site argument of part (a), with the sign reversed, makes their covariance positive. Hence $K_{\rm eff}$ falls and $g_{\rm eff}$ rises with $r$.

Below $r_{1/2}$ we then have $g_{\rm eff}<g_0$. The odds $rK_{\rm eff}$ exceed the uniform-surface odds $re^{-g_0/kT}$, so $\theta$ is larger. Above $r_{1/2}$ the inequalities reverse. ∎

In physical terms, the most favourable sites convert first and leave a progressively less favourable population behind.

## How low is sufficiently low?

Dividing the correction in (2) by $s^2/(2kT)=kT\sigma^2/2$ gives the fraction of the lowering that is lost, to leading order. The low-conversion value holds when

$$\frac{2\theta\,(e^{\sigma^2}-1)}{\sigma^2}\ll1. \tag{6}$$

For $\sigma\ll1$ this reduces to $2\theta\ll1$. For large $\sigma$ the $\theta$ allowed by this linear estimate shrinks as $\sigma^2e^{-\sigma^2}$. The true threshold falls more slowly: at $\sigma=3$ the estimate allows $\theta=5.6\times10^{-5}$ for a 10% loss of the lowering, whereas direct averaging gives $2.1\times10^{-3}$. In the example below the two are closer, and a conversion of a few per cent is still not small enough to reach the limit.

Weak disorder has a simple form at any fixed conversion. Let $F(\mu)=1/(1+e^{(g_0-\mu)/kT})$ be the uniform isotherm. Averaging $F(\mu-su)$ to second order in $s$, with $\langle u\rangle=0$ and $\langle u^2\rangle=1$, gives $\theta\simeq F+s^2F''/2$. Since $F'=F(1-F)/kT$, we have $F''=F(1-F)(1-2F)/(kT)^2$. A change $\Delta\theta$ alters the log-odds by $\Delta\theta/[F(1-F)]$, here $\sigma^2(1-2F)/2$. Replacing $F$ by $\theta$ costs only higher orders, and (1) becomes

$$g_{\rm eff}\simeq g_0-\frac{s^2}{2kT}(1-2\theta)\qquad(\sigma\ll1).$$

The formula joins the two limits, and the shift from $g_0$ vanishes at half conversion.

## Remark: which sites convert

At low conversion the probability density of $u$ among converted sites is the Gaussian density $\varphi(u)$ weighted by $K/\langle K\rangle$:

$$p(u)=\varphi(u)\,e^{-\sigma u-\sigma^2/2}=\frac{e^{-(u+\sigma)^2/2}}{\sqrt{2\pi}} .$$

These sites have the original width $s$, but their mean is $g_0-s\sigma=g_0-s^2/kT$, a shift twice the lowering of $g_{\rm eff}$. The difference is the entropic cost of selecting a minority of sites:

$$kT\int p\ln\frac{p}{\varphi}\,du=kT\int p\left(-\sigma u-\frac{\sigma^2}{2}\right)du=kT\left(\sigma^2-\frac{\sigma^2}{2}\right)=\frac{s^2}{2kT}.$$

Temperature dependence shows the same division. Let $g_0=h_0-T\eta_0$, with $h_0$, $\eta_0$ and $s$ independent of temperature. At low conversion

$$\frac{g_{\rm eff}}{T}=\frac{h_0}{T}-\eta_0-\frac{s^2}{2kT^2}.$$

Differentiating with respect to $1/T$ gives the apparent enthalpy $h_0-s^2/(kT)$. The apparent entropy, $-dg_{\rm eff}/dT$, is $\eta_0-s^2/(2kT^2)$.

## Worked example

Take round model parameters for chlorination of a hydroxylated oxide: $T=573$ K, $g_0=0.20$ eV, $s=0.08$ eV, 5 sites per nm² and 0.1 Torr of water. Then $kT=0.04938$ eV, $\sigma=0.08/0.04938=1.620$ and $\sigma^2=2.625$. The lowering is

$$\frac{s^2}{2kT}=\frac{0.0064}{2\times0.04938}=0.0648\ \text{eV}\quad(6.25\ \text{kJ/mol}),$$

so $g_{\rm eff}$ tends to $0.135$ eV. The low-conversion constant grows by $e^{\sigma^2/2}=3.72$. Half conversion stays at $r_{1/2}=e^{0.20/0.04938}=57.4$, or 5.74 Torr of HCl.

The averages below were summed on a fine, even grid of $u$ from $-14$ to $14$.

| $r$ | $\theta$, uniform | $\theta$, disordered | $g_{\rm eff}$ (eV) |
|---|---|---|---|
| 0.01 | 0.000174 | 0.000642 | 0.1356 |
| 0.1 | 0.00174 | 0.00608 | 0.1380 |
| 1 | 0.0171 | 0.0471 | 0.1485 |
| 10 | 0.148 | 0.229 | 0.1736 |
| 57.4 | 0.500 | 0.500 | 0.2000 |
| 1000 | 0.946 | 0.885 | 0.2404 |

At $r=0.01$, with 0.001 Torr of HCl, the surface holds $5\times0.000642=0.0032$ Cl per nm², against $0.00087$ on the uniform surface. A prediction based on the half-conversion point would be too low by a factor of 3.7. Here $g_{\rm eff}$ lies $0.00038$ eV above its limit; equation (2) gives $0.04938\times0.000642\times12.80=0.00041$ eV.

At $r=1$ conversion is below 5%, yet the lowering is $0.2000-0.1485=0.0515$ eV, about four fifths of its limit. Solving numerically for 90% of the lowering gives $\theta=0.0175$. The linear estimate (6) would give $0.1\times2.625/(2\times12.80)=0.010$; the actual rise of $g_{\rm eff}$ is slower than linear.

## Where the assumptions fail

**Shape of the distribution.** Part (b) rests on symmetry, and part (a) on the favourable tail. For skewness $\gamma$, the third cumulant $\gamma s^3$ changes the lowering by $-\gamma s^3/(6k^2T^2)$ at leading order. Numerical averages over a shifted gamma distribution with $\gamma=+0.3$, and over its mirror image, give lowerings of 0.056 and 0.078 eV. The half-conversion value of $\mu$ moves by $-0.002$ and $+0.002$ eV. If sites beyond $3s$ on either side are absent, the lowering is 0.061 eV.

**Finite area.** For $N$ randomly drawn sites, the low-conversion constant is the sample mean of $K$. Its relative standard deviation is $\sqrt{(e^{\sigma^2}-1)/N}$. A 50 nm square has 12,500 sites and a scatter of $\sqrt{12.80/12500}=3.2\%$.

**Repulsion.** In mean field, $z$ neighbours with repulsion $v$ between converted sites add $zv\theta$ to every $g_i$. Half conversion moves to $\mu=g_0+zv/2$, still independent of $s$. With $z=4$ and $v=0.05$ eV the shift is 0.10 eV, which multiplies $r_{1/2}$ by 7.6. At $r=0.01$ the added energy is about $10^{-4}$ eV.

**Slow exchange.** Water at pressure $p$ and molecular mass $m$ strikes a site of area $A$ at the rate $pA/\sqrt{2\pi mkT}$, here $6.9\times10^4$ per second for $A=0.2$ nm². If a strike removes chlorine with probability $e^{-E/kT}$ and $E=0.50$ eV, the relaxation time at low conversion is 0.36 s. If the extra depth $s^2/kT=0.130$ eV of a typical converted site is added wholly to this barrier, the time becomes 5.0 s.

**Comparison with a real process.** The temperature, hydroxyl density and water pressure are of the rough size met in chloride–water deposition. The values of $g_0$, $s$, $v$ and $E$ are assumptions, not data for a particular oxide. The number of exchange sites is also held fixed: the model leaves out the condensation of neighbouring hydroxyls to an oxygen bridge and water, and the addition of HCl to such bridges. An HCl pressure of 5.74 Torr is high for such a process, so half conversion is mainly a reference point here. Real pulses, often around a second or shorter, break the equilibrium assumption if exchange is as slow as the assumed barrier implies for the deep sites. For a site with relaxation time $\tau$, starting unconverted under constant pressures, the conversion after time $t$ is $1-e^{-t/\tau}$ of its equilibrium value. With $\tau=5.0$ s, a 0.5 s pulse reaches about a tenth. The sites have a spread of $\tau$: if every site has the barrier $E+g_0-g_i$, the whole surface at $r=0.01$ reaches about a fifth of its equilibrium conversion. A water pulse that follows a metal chloride pulse starts instead from a chlorinated surface. The same deep site then still carries chlorine with probability of about $e^{-0.1}=0.90$ after 0.5 s. It is not typical of a fully chlorinated surface: averaged over all sites with the same barrier rule, about a third of the chlorine remains. The chlorine left by a short pulse can thus lie far above the equilibrium value. The figure of 0.0032 Cl per nm² thus describes a long, steady exposure under the model's assumptions; it is not a forecast of chlorine content in a finished film.

Temperature matters as well: with $s$ held fixed, the lowering is 0.079 eV at 473 K and 0.055 eV at 673 K.

Numbers in the example were calculated in double precision.
